\section*{Lateral spread of a fast electron beam by small-angle scattering, part 1}

(Sections cited here and not found follow in the second part.)

\section{Statistics of the lateral spread}

A narrow beam of fast electrons enters a homogeneous film at depth $z=0$. All electrons start at the same point and move along the $z$ axis. Atoms deflect them, and the beam is wider when it leaves the film than when it entered. In electron-beam lithography this forward spread is one of the effects that can blur a pattern written through a layer. The problem is to find how the spread depends on depth, which property of the atoms sets its size, and where the answer fails.

The following assumptions hold throughout the first half.

\begin{itemize}
\item Collisions are independent. Their number in any stretch of path follows a Poisson distribution, and the atom density $n$ is uniform.
\item The cross section $d\sigma/d\Omega$ depends on the polar deflection angle $\theta$ and not on the azimuth.
\item The energy is constant, so that the cross section is the same at every depth. Part (d) relaxes this.
\item Directions stay close to the $z$ axis. The direction is then described by a two-component slope $\boldsymbol\theta=(\theta_x,\theta_y)$, successive deflections add as plane vectors, and path length equals depth.
\end{itemize}

The transverse position is $\mathbf r=(x,y)$. Angle brackets denote an average over electrons, and ``rms displacement'' means $\langle r^2\rangle^{1/2}$ with $r^2=x^2+y^2$.

\subsection*{(a) Which electrons should be counted?}

\textit{Question.} Show that rare, strong deflections can dominate the mean square displacement of all electrons crossing a fixed plane. Then select a group of electrons for which small-angle reasoning is legitimate, find its share of the beam, and show that the selection leaves the statistics of the weak collisions unchanged.

\textit{Solution.} Consider an electron deflected once, by an angle $\theta$, at a distance $\ell$ above the plane of observation. It crosses the plane at $r=\ell\tan\theta$. The contribution of such electrons to the mean square displacement contains the integral of $\tan^2\theta$ over the cross section. With $\mu=\cos\theta$ and $d\Omega=2\pi\,d\mu$ after integration over azimuth, the part near $90^\circ$ behaves as
\begin{equation}
\int_{\mu_m}\frac{1-\mu^2}{\mu^2}\,d\mu\simeq\frac{1}{\mu_m},
\end{equation}
because the cross section is finite and nonzero there. The integral grows without bound as $\mu_m\to0$. Later collisions change the paths of electrons that travel almost parallel to the film, so this divergence is not a prediction for the complete second moment. It does show that rare, strong deflections can dominate that moment, and a small-angle calculation cannot describe them.

We therefore choose a cutoff angle $\theta_c$. A collision is called soft if $\theta<\theta_c$ and hard otherwise. Let $\nu_s$ and $\nu_h$ be the mean numbers of soft and hard collisions per unit path,
\begin{equation}
\nu_s=n\int_{\theta<\theta_c}d\sigma,\qquad
\nu_h=n\int_{\theta>\theta_c}d\sigma,\qquad \nu=\nu_s+\nu_h .
\end{equation}
The total number of collisions in a path $z$ is Poisson distributed with mean $\nu z$, and each collision is independently soft with probability $\nu_s/\nu$ or hard with probability $\nu_h/\nu$. The probability of $k$ soft and $m$ hard collisions is the probability of $k+m$ collisions times the binomial probability of this division:
\begin{align}
P(k,m)&=e^{-\nu z}\frac{(\nu z)^{k+m}}{(k+m)!}\,
\frac{(k+m)!}{k!\,m!}\left(\frac{\nu_s}{\nu}\right)^k
\left(\frac{\nu_h}{\nu}\right)^m\nonumber\\
&=\left[e^{-\nu_s z}\frac{(\nu_s z)^k}{k!}\right]
\left[e^{-\nu_h z}\frac{(\nu_h z)^m}{m!}\right].
\end{align}
The factorials $(k+m)!$ cancel, the powers of $\nu$ cancel, and $e^{-\nu z}$ splits into two factors. The result is a product of two Poisson distributions. Soft and hard collisions are thus independent, and the same argument applies to every slab of the film separately.

Setting $m=0$ gives the fraction of electrons that have had no hard collision,
\begin{equation}
P_0(z)=e^{-\nu_h z}.
\end{equation}
We call these electrons survivors. Their soft collisions still follow a Poisson process with rate $\nu_s$. From here on, all averages refer to survivors at a fixed $\theta_c$. Many small deflections could still add up to a large one, so the accumulated angle must also remain small. That condition is made quantitative in part (c).

\subsection*{(b) From deflections to displacement}

\textit{Question.} A survivor receives soft deflections $\boldsymbol\delta_i$ at depths $s_i$. Express its slope and its displacement at depth $z$ through these quantities.

\textit{Solution.} The electron enters with zero slope, and each deflection adds to the slope from its own depth onward:
\begin{equation}
\boldsymbol\theta(z')=\sum_{s_i<z'}\boldsymbol\delta_i .
\end{equation}
In the small-angle approximation $d\mathbf r/dz'=\boldsymbol\theta(z')$, and $\mathbf r(0)=0$. Integrating from $0$ to $z$, the deflection $\boldsymbol\delta_i$ is present in the integrand over the interval from $s_i$ to $z$, whose length is $z-s_i$. Hence
\begin{equation}
\mathbf r(z)=\sum_{s_i<z}(z-s_i)\,\boldsymbol\delta_i .
\end{equation}
The distance $z-s_i$ acts as a lever arm. A deflection near the entrance displaces the electron more than an equal deflection near the exit, because the electron keeps its new direction for longer.

\subsection*{(c) Second moments and the power of the depth}

\textit{Question.} Find $\langle\theta^2\rangle$, $\langle\mathbf r\cdot\boldsymbol\theta\rangle$ and $\langle r^2\rangle$ at depth $z$. Which power of depth governs the rms displacement?

\textit{Solution.} Divide the film into thin slabs of thickness $h$, with slab $j$ at depth $s_j$. Let $\boldsymbol\Delta_j$ be the sum of all soft deflections in slab $j$. Different slabs are independent. Since the azimuth is random, $\langle\boldsymbol\delta\rangle=0$ and $\langle\boldsymbol\Delta_j\rangle=0$.

Suppose that slab $j$ contains $N$ soft collisions. In the square of their sum, the product of two different deflections averages to zero, because they are independent and each has zero mean. What remains is $N\langle\delta^2\rangle$. Averaging over $N$, whose mean is $\nu_s h$, gives
\begin{equation}
\langle\Delta_j^2\rangle=\nu_s h\,\langle\delta^2\rangle=T h,\qquad
T=n\int_{\theta<\theta_c}\theta^2\,d\sigma .
\label{eq:Tdef}
\end{equation}
The second expression for $T$ follows because $\langle\delta^2\rangle$ is the integral of $\theta^2$ over the soft cross section divided by the soft cross section itself. The quantity $T$ is called the scattering power. It is a mean square angle per unit length.

The slope is $\boldsymbol\theta=\sum_j\boldsymbol\Delta_j$, and the displacement is $\mathbf r=\sum_j(z-s_j)\boldsymbol\Delta_j$, up to an uncertainty of order $h$ in each lever arm that vanishes as $h\to0$. Products from different slabs average to zero, so
\begin{align}
\langle\theta^2\rangle&=\sum_j T h\;\to\;T\int_0^z ds=Tz,\\
\langle\mathbf r\cdot\boldsymbol\theta\rangle&=\sum_j(z-s_j)\,T h\;\to\;
T\int_0^z(z-s)\,ds=\frac{Tz^2}{2},\\
\langle r^2\rangle&=\sum_j(z-s_j)^2\,T h\;\to\;
T\int_0^z(z-s)^2\,ds=\frac{Tz^3}{3}.
\label{eq:r2}
\end{align}
The last integral is evaluated with $y=z-s$, which turns it into $\int_0^z y^2\,dy=z^3/3$. Taking the root,
\begin{equation}
r_{\rm rms}=\sqrt{\frac{T}{3}}\;z^{3/2}=\frac{\theta_{\rm rms}\,z}{\sqrt3},
\qquad \theta_{\rm rms}=\sqrt{Tz}.
\label{eq:rms}
\end{equation}
The rms displacement is proportional to the three-halves power of depth. By symmetry $\langle x^2\rangle=\langle y^2\rangle=Tz^3/6$, so the rms displacement along one axis is smaller by $\sqrt2$.

The power has a simple origin. The slope performs a random walk and grows as $z^{1/2}$, and the displacement is the slope accumulated over a length $z$, which supplies one more power. A beam with a fixed spread of directions would widen as $z$. The factor $1/\sqrt3$ in (\ref{eq:rms}) appears because the electron did not have its final slope during the whole passage. The first half of the film contributes a fraction $1-(1/2)^3=7/8$ of $\langle r^2\rangle$, since the remaining part of the integral in (\ref{eq:r2}) runs over lever arms below $z/2$.

Slope and displacement are correlated. Their correlation coefficient is
\begin{equation}
\frac{\langle\mathbf r\cdot\boldsymbol\theta\rangle}
{\sqrt{\langle r^2\rangle\langle\theta^2\rangle}}
=\frac{Tz^2/2}{\sqrt{(Tz^3/3)(Tz)}}=\frac{\sqrt3}{2},
\end{equation}
which does not depend on depth. Electrons far from the axis tend to be moving outward.

The derivation did not require many collisions. Within small-angle kinematics, (\ref{eq:r2}) holds for a film so thin that most electrons are not deflected at all. It does require $Tz\ll1$. When $Tz$ approaches one, typical slopes are no longer small, path length exceeds depth, and deflections no longer add as plane vectors.

\subsection*{(d) A beam that is not ideal, and a scattering power that varies}

\textit{Question.} Obtain the same moments from differential equations. Use them to include an initial width and divergence. Then let $T$ vary with depth, as it does when the electrons lose energy.

\textit{Solution.} Over a step $dz$ the slope changes to $\boldsymbol\theta+\boldsymbol\Delta$ and the position to $\mathbf r+\boldsymbol\theta\,dz$. The deflection $\boldsymbol\Delta$ is independent of the earlier $\mathbf r$ and $\boldsymbol\theta$, has zero mean, and satisfies $\langle\Delta^2\rangle=T\,dz$. Keeping terms of first order in $dz$,
\begin{align}
\frac{d\langle\theta^2\rangle}{dz}&=T,\\
\frac{d\langle\mathbf r\cdot\boldsymbol\theta\rangle}{dz}&=\langle\theta^2\rangle,\\
\frac{d\langle r^2\rangle}{dz}&=2\langle\mathbf r\cdot\boldsymbol\theta\rangle .
\end{align}
In the first equation the cross term $2\langle\boldsymbol\theta\cdot\boldsymbol\Delta\rangle$ vanishes. In the second, $\langle\mathbf r\cdot\boldsymbol\Delta\rangle$ vanishes. The displacement that $\boldsymbol\Delta$ causes inside its own step contributes at order $dz^2$ or higher.

Let the incoming beam have $\langle r^2\rangle=r_0^2$, $\langle\theta^2\rangle=\alpha^2$ and no correlation between position and slope. For constant $T$, integrating the equations in turn gives
\begin{align}
\langle\theta^2\rangle&=\alpha^2+Tz,\\
\langle\mathbf r\cdot\boldsymbol\theta\rangle&=\alpha^2z+\frac{Tz^2}{2},\\
\langle r^2\rangle&=r_0^2+\alpha^2z^2+\frac{Tz^3}{3}.
\label{eq:initial}
\end{align}
For $r_0=\alpha=0$ these are the results of part (c). The initial divergence and the scattering contribute equally when $\alpha^2z^2=Tz^3/3$, that is, at $z=3\alpha^2/T$. The three-halves power describes the total width at depths well beyond this one, provided that $r_0^2$ is also small compared with $Tz^3/3$.

If $T$ depends on depth, the sum over slabs in part (c) keeps its form with the local value in each slab:
\begin{equation}
\langle r^2\rangle=\int_0^z T(s)\,(z-s)^2\,ds .
\end{equation}
Slow energy loss raises the scattering power gradually. To first order, $T(s)=T(1+\kappa s)$, where $T$ is the value at the entrance. The extra integral is, with $y=z-s$,
\begin{equation}
\int_0^z s\,(z-s)^2\,ds=\int_0^z(z-y)\,y^2\,dy
=\frac{z^4}{3}-\frac{z^4}{4}=\frac{z^4}{12}.
\end{equation}
Therefore
\begin{equation}
\langle r^2\rangle=\frac{Tz^3}{3}\left(1+\frac{\kappa z}{4}\right).
\label{eq:loss}
\end{equation}
The scattering power at the exit has risen by the fraction $\kappa z$, but the mean square displacement has risen by a quarter of that. The increase is largest near the exit, where the lever arm is short. Energy loss is negligible for the spread when $\kappa z/4\ll1$.

\subsection*{(e) Is the profile Gaussian?}

\textit{Question.} Return to a parallel pencil beam and constant $T$. Calculate $\langle r^4\rangle$ and decide at what depth the profile can be close to a two-dimensional Gaussian.

\textit{Solution.} Write $\mathbf r=\sum_j\mathbf R_j$ with $\mathbf R_j=(z-s_j)\boldsymbol\Delta_j$. The fourth moment is
\begin{equation}
\langle r^4\rangle=\sum_{jklm}
\langle(\mathbf R_j\cdot\mathbf R_k)(\mathbf R_l\cdot\mathbf R_m)\rangle .
\end{equation}
A term vanishes if some slab appears in it exactly once. Four kinds of term remain.

All four indices may be equal, which gives $\sum_j\langle R_j^4\rangle$. The pairing $j=k$, $l=m$ with $j\neq l$ gives $\sum_{j\ne l}\langle R_j^2\rangle\langle R_l^2\rangle$. The pairings $j=l$, $k=m$ and $j=m$, $k=l$ each give $\sum_{j\neq k}\langle(\mathbf R_j\cdot\mathbf R_k)^2\rangle$. Isotropy means that $\langle R_{j,\alpha}R_{j,\beta}\rangle=\tfrac12\delta_{\alpha\beta}\langle R_j^2\rangle$ for the components $\alpha,\beta=x,y$, so
\begin{equation}
\langle(\mathbf R_j\cdot\mathbf R_k)^2\rangle
=\sum_{\alpha\beta}\tfrac14\,\delta_{\alpha\beta}\,
\langle R_j^2\rangle\langle R_k^2\rangle
=\tfrac12\langle R_j^2\rangle\langle R_k^2\rangle .
\end{equation}
The three pairings together have weight $1+\tfrac12+\tfrac12=2$:
\begin{equation}
\langle r^4\rangle=\sum_j\langle R_j^4\rangle
+2\sum_{j\ne k}\langle R_j^2\rangle\langle R_k^2\rangle .
\end{equation}
As $h\to0$, the double sum tends to $\langle r^2\rangle^2$, because the omitted terms with $j=k$ are of order $h^2$ each and of order $h$ in total. In a thin slab, two collisions have a probability of order $h^2$, so $\langle\Delta_j^4\rangle=M_4h$ to leading order, with
\begin{equation}
M_4=n\int_{\theta<\theta_c}\theta^4\,d\sigma .
\end{equation}
Using $\int_0^z(z-s)^4ds=z^5/5$ and then dividing by $\langle r^2\rangle^2=T^2z^6/9$,
\begin{equation}
\langle r^4\rangle=2\langle r^2\rangle^2+\frac{M_4z^5}{5},\qquad
\frac{\langle r^4\rangle}{\langle r^2\rangle^2}=2+\frac{9M_4}{5T^2z}.
\label{eq:r4}
\end{equation}
For a two-dimensional Gaussian, $r^2$ has an exponential distribution, for which the ratio is 2. The profile can thus be close to Gaussian when $z\gg M_4/T^2$. In a thinner film the ratio is larger: many electrons are near the axis and a few are far out. The mean square still follows (\ref{eq:r2}), but the rms displacement is then a poor measure of where a typical electron arrives.

For survivors of a parallel pencil beam with a fixed cutoff and constant scattering power $T$, the rms displacement grows as $z^{3/2}$ at small angles, while the profile can be close to Gaussian only when $z\gg M_4/T^2$. It remains to calculate $T$ from an atomic cross section, apply the result to a silicon membrane, and examine the effect of the cutoff and of what the model leaves out.
